# Why exceptional-point splitting need not improve a ring-laser sensor: verification in Python

```python
"""Exceptional-point (EP) laser sensor: responsivity versus precision.

Result under test: two modes with H = (delta/2) sz + i (eps/2) sx have
splitting sqrt(delta^2-eps^2), but for noise that drives the modes the
variance of a delta estimate is never below 2D/tau. Beat counting gives
(2D/tau)(1+s^2/2) for weak noise, s = eps/delta < 1.
delta: detuning; eps: dissipative backscatter (locking) rate, both rad/s.
D: free relative-phase diffusion, variance 2 D t; tau: record length.
R = d(beat)/d(delta); F = D_eff/D; K = Petermann factor.
Dimensionless tests use eps = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm


def hamiltonian(detuning):
    return np.array([[detuning / 2, 0.5j], [0.5j, -detuning / 2]])


def splitting(detuning):
    values = np.linalg.eigvals(hamiltonian(detuning))
    return abs(values[0] - values[1])


def phase_transport(detuning, noise, cutoff=120):
    """Mean beat rate and D_eff/D from the Fokker-Planck equation."""
    n = np.arange(-cutoff, cutoff + 1)
    size = len(n)
    sine = (np.eye(size, k=-1) - np.eye(size, k=1)) / 2j
    drift = detuning * np.eye(size) - sine
    deriv = np.diag(1j * n)
    generator = -deriv @ drift + noise * deriv @ deriv
    generator[cutoff, :] = 0
    generator[cutoff, cutoff] = 1      # fixes the zeroth Fourier component
    rhs = np.zeros(size, complex)
    rhs[cutoff] = 1
    density = np.linalg.solve(generator, rhs)
    rate = (drift @ density)[cutoff].real
    rhs = drift @ density - rate * density - 2 * noise * deriv @ density
    rhs[cutoff] = 0
    response = np.linalg.solve(generator, rhs)
    d_eff = noise - (drift @ response)[cutoff].real
    return rate, d_eff / noise


def operating_point(detuning, noise):
    step = 1e-4
    rate, gain = phase_transport(detuning, noise)
    upper = phase_transport(detuning + step, noise)[0]
    lower = phase_transport(detuning - step, noise)[0]
    return rate, (upper - lower) / (2 * step), gain


# Square-root law, eigenvector overlap and Petermann factor
root_ratio = splitting(1 + 4e-6) / splitting(1 + 1e-6)
assert abs(root_ratio - 2) < 1e-3
assert abs(splitting(1 + 1e-6) / np.sqrt(2e-6) - 1) < 1e-3
for s in (0.3, 0.8, 0.95):
    det = 1 / s
    values, right = np.linalg.eig(hamiltonian(det))
    order = np.argsort(values.real)
    right = right[:, order]            # column 0: minus, column 1: plus
    left = np.linalg.inv(right)
    overlap = abs(np.vdot(right[:, 0], right[:, 1]))
    petermann = np.linalg.norm(left[0])**2 * np.linalg.norm(right[:, 0])**2
    slope = (splitting(det + 1e-5) - splitting(det - 1e-5)) / 2e-5
    assert abs(overlap - s) < 1e-9
    assert abs(petermann * (1 - s**2) - 1) < 1e-8
    assert abs(slope**2 / petermann - 1) < 1e-5
    # Left-eigenvector beat phase: constant modulus, slope splitting/f
    for phi in (0.3, 1.4, 4.0):
        h = 1e-5
        q = []
        for angle in (phi - h, phi + h):
            c = left @ np.array([1, np.exp(1j * angle)])
            q.append(c[0] / c[1])
        phase_slope = np.angle(q[1] / q[0]) / (2 * h)
        expected = splitting(det) / (det - np.sin(phi))
        assert abs(phase_slope / expected - 1) < 1e-5
        assert abs(abs(q[1] / q[0]) - 1) < 1e-9

# Weak-noise diffusion gain against the Fokker-Planck result
for s in (0.3, 0.6, 0.8):
    rate, resp, gain = operating_point(1 / s, 2e-4)
    assert abs(rate / splitting(1 / s) - 1) < 1e-3
    assert abs(gain * (1 - s**2) / (1 + s**2 / 2) - 1) < 2e-3
    assert abs(gain / resp**2 / (1 + s**2 / 2) - 1) < 2e-3

# Information bound on both sides of the EP and for weak to strong noise
bound_ratios = []
for noise in (0.005, 0.05, 1.0):
    for det in (0.94, 0.97, 1.0, 1.02, 1.05, 1.1, 1.3, 2.0, 3.0):
        rate, resp, gain = operating_point(det, noise)
        bound_ratios.append(gain / resp**2)
assert min(bound_ratios) > 1

# Stochastic simulation of both complex amplitudes with gain saturation
rng = np.random.default_rng(7)
sim_s, sim_noise, sim_time, dt, block, runs = 0.8, 0.002, 100.0, 0.02, 10, 6000
sim_det, relax = 1 / sim_s, 10.0
zero = 1j / (sim_det + np.sqrt(sim_det**2 - 1))


def cycle_phase(phi):
    """Uniformly advancing phase; removes end effects from beat counting."""
    return phi + 2 * np.angle(1 - zero * np.exp(-1j * phi))


start = np.exp(2j * np.pi * rng.random(runs))
z = (start + zero) / (1 + np.conj(zero) * start)
a1, a2 = np.ones(runs, complex), z.copy()
phi_start = np.angle(z)
phi = phi_start.copy()
sine_integral = np.zeros(runs)
for _ in range(round(sim_time / (dt * block))):
    kicks = rng.standard_normal((block, 2, 2, runs)) * np.sqrt(sim_noise * dt)
    old = z
    for k in kicks:
        g1 = relax * (1 - a1.real**2 - a1.imag**2) - 0.5j * sim_det
        g2 = relax * (1 - a2.real**2 - a2.imag**2) + 0.5j * sim_det
        a1, a2 = (a1 + dt * (g1 * a1 + 0.5 * a2) + k[0, 0] + 1j * k[0, 1],
                  a2 + dt * (g2 * a2 + 0.5 * a1) + k[1, 0] + 1j * k[1, 1])
    z = a2 * np.conj(a1)
    phi += np.angle(z * np.conj(old))
    sine_integral += (z.imag / abs(z) + old.imag / abs(old)) * dt * block / 2
beat = (cycle_phase(phi) - cycle_phase(phi_start)) / sim_time
count_estimate = np.sqrt(1 + beat**2)
record_estimate = (phi - phi_start + sine_integral) / sim_time
floor = 2 * sim_noise / sim_time
sim_record = record_estimate.var() / floor
sim_count = count_estimate.var() / floor
sim_gain = beat.var() / floor
fp_rate, fp_resp, fp_gain = operating_point(sim_det, sim_noise)
assert abs(beat.mean() / fp_rate - 1) < 0.005
assert abs(record_estimate.mean() - sim_det) < 0.002
# Sampling error of a variance is about 2 percent; tolerance is 5 sigma
assert abs(sim_record - 1) < 0.10
assert abs(sim_gain / fp_gain - 1) < 0.10
assert abs(sim_count / (fp_gain / fp_resp**2) - 1) < 0.10

# Rough typical parameters of a silica-on-silicon Brillouin ring gyroscope
wavelength, diameter, index = 1550e-9, 36e-3, 1.45
q_total, q_external, power = 1e8, 2e8, 100e-6
temperature, phonon_freq, acoustic_width = 300.0, 10.8e9, 30e6
eps, tau = 2 * np.pi * 1000.0, 1.0
omega = 2 * np.pi * const.c / wavelength
gamma, acoustic = omega / q_total, 2 * np.pi * acoustic_width
photons = power / (const.hbar * omega * omega / q_external)
phonons = 1 / np.expm1(const.h * phonon_freq / (const.k * temperature))
pull = 1 + gamma / acoustic
diffusion = gamma * (phonons + 1) / (2 * photons * pull**2)
scale = 2 * np.pi * diameter / (index * wavelength * pull)

# Phase noise and pulling from the optical-acoustic matrix, unit gamma
ratio = acoustic / gamma
coupling = np.sqrt(ratio) / 2
matrix = np.array([[-0.5, coupling], [coupling, -ratio / 2]])
quadrature_noise = np.diag([0.25, ratio * (phonons + 0.5) / 2])
propagator = expm(20 * matrix)
late_rate = (propagator @ quadrature_noise @ propagator.T)[0, 0]
assert abs(late_rate * gamma / photons / diffusion - 1) < 1e-8
shifted = np.linalg.eigvals(matrix - 1j * np.diag([1e-5, 0]))
slow = shifted[np.argmax(shifted.real)]
assert abs(-slow.imag / 1e-5 * pull - 1) < 1e-5

# Sagnac scale from relativistic transit times in the moving glass
spin = 1e5
speed, length = spin * diameter / 2, np.pi * diameter
forward = (const.c / index + speed) / (1 + speed / (index * const.c))
backward = (const.c / index - speed) / (1 - speed / (index * const.c))
t_fwd, t_bwd = length / (forward - speed), length / (backward + speed)
sagnac = omega * (t_fwd - t_bwd) / (0.5 * (t_fwd + t_bwd))
assert abs(sagnac / pull / (scale * spin) - 1) < 1e-6

# Readout noise decides whether moving towards the EP helps
noise = diffusion / eps
far, near = operating_point(10, noise), operating_point(2, noise)


def total_variance(point, readout_variance):
    return (2 * diffusion * point[2] / tau + readout_variance) / point[1]**2


threshold = diffusion / tau
assert total_variance(near, 2 * threshold) < total_variance(far, 2 * threshold)
assert total_variance(near, threshold / 2) > total_variance(far, threshold / 2)

two_pi = 2 * np.pi
to_deg_hour = 180 / np.pi * 3600
print(f"wavelength = {wavelength*1e9:.0f} nm; diameter = {diameter*1e3:.0f} mm")
print(f"index = {index:.2f}; power per direction = {power*1e6:.0f} uW")
print(f"total Q = {q_total:.1e}; external Q = {q_external:.1e}")
print(f"temperature = {temperature:.0f} K; phonon = {phonon_freq/1e9:.1f} GHz")
print(f"acoustic width Gamma/2pi = {acoustic_width/1e6:.0f} MHz")
print(f"optical loss gamma/2pi = {gamma/two_pi/1e6:.3f} MHz")
print(f"photons per mode = {photons:.3e}; thermal phonons = {phonons:.1f}")
print(f"pulling factor 1+gamma/Gamma = {pull:.4f}")
print(f"phase diffusion D = {diffusion:.2f} rad^2/s")
print(f"eps/2pi = {eps/two_pi:.0f} Hz; D/eps = {noise:.5f}; tau = {tau:.0f} s")
print(f"Sagnac scale/2pi = {scale/two_pi:.1f} Hz per rad/s")
bound = np.sqrt(2 * diffusion / tau)
print(f"bound on delta/2pi error = {bound/two_pi:.3f} Hz")
print(f"bound on rotation error = {bound/scale*to_deg_hour:.2f} deg/h")
window = (diffusion**2 * eps)**(1 / 3) / two_pi
print(f"noise-rounded EP window = {window:.1f} Hz")
print("Operating points, Fokker-Planck values:")
for s in (0.1, 0.5, 0.8, 0.9, 1.0):
    rate, resp, gain = operating_point(1 / s, noise)
    error = bound * np.sqrt(gain) / resp
    print(f"s={s:.1f}: delta/2pi={eps/s/two_pi:.1f} Hz, "
          f"beat={rate*eps/two_pi:.1f} Hz")
    print(f"  R={resp:.3f}, R^2={resp**2:.3f}, F={gain:.3f}, "
          f"F/R^2={gain/resp**2:.3f}")
    print(f"  rotation error={error/scale*to_deg_hour:.2f} deg/h; "
          f"naive={bound/resp/scale*to_deg_hour:.2f} deg/h")
    if s < 1:
        print(f"  weak noise: K={1/(1-s*s):.3f}, "
              f"F={(1+s*s/2)/(1-s*s):.3f}, F/R^2={1+s*s/2:.3f}")
print(f"Simulation: s={sim_s}, D/eps={sim_noise}, eps*tau={sim_time:.0f}")
print(f"  full-record variance/bound = {sim_record:.3f}")
print(f"  beat-count variance/bound = {sim_count:.3f}")
print(f"  diffusion gain F = {sim_gain:.3f}; Fokker-Planck {fp_gain:.3f}")
print(f"smallest F/R^2 in bound scan = {min(bound_ratios):.4f}")
print(f"readout threshold = {np.sqrt(threshold)/two_pi:.3f} Hz rms")
readout = two_pi * 10.0
for s in (0.1, 0.8):
    err = np.sqrt(total_variance(operating_point(1 / s, noise), readout**2))
    print(f"{readout/two_pi:.0f} Hz counter error, s={s}: "
          f"delta/2pi error={err/two_pi:.2f} Hz")

# Sizes of neglected effects; n2 and mode area are rough typical values
n2, area, imbalance, drift = 2.5e-20, 30e-12, 0.01, 0.01
circulating = photons * const.hbar * omega * const.c / (index * length)
kerr = omega * n2 * imbalance * circulating / (index * area * pull)
flux = power / (const.hbar * omega)
shot = np.sqrt(1 / (2 * flux * 1e-3))
print(f"Kerr: n2={n2:.1e} m^2/W, area={area*1e12:.0f} um^2, "
      f"P_circ={circulating*1e3:.1f} mW")
print(f"  1% imbalance shifts delta/2pi by {kerr/two_pi:.1f} Hz")
print(f"1% eps drift, delta/2pi error: s=0.1 {0.1*drift*eps/two_pi:.1f} Hz, "
      f"s=0.8 {0.8*drift*eps/two_pi:.1f} Hz")
print(f"amplitude-lag scale eps/gamma = {eps/gamma:.2e}")
print(f"shot-noise phase error in 1 ms = {shot:.2e} rad")
print(f"optical-vacuum share of phase noise = {0.5/(phonons+1)*100:.3f} %")
print("PASS")
```

Running it gives:

```
wavelength = 1550 nm; diameter = 36 mm
index = 1.45; power per direction = 100 uW
total Q = 1.0e+08; external Q = 2.0e+08
temperature = 300 K; phonon = 10.8 GHz
acoustic width Gamma/2pi = 30 MHz
optical loss gamma/2pi = 1.934 MHz
photons per mode = 1.284e+08; thermal phonons = 578.3
pulling factor 1+gamma/Gamma = 1.0645
phase diffusion D = 24.19 rad^2/s
eps/2pi = 1000 Hz; D/eps = 0.00385; tau = 1 s
Sagnac scale/2pi = 15047.7 Hz per rad/s
bound on delta/2pi error = 1.107 Hz
bound on rotation error = 15.17 deg/h
noise-rounded EP window = 24.6 Hz
Operating points, Fokker-Planck values:
s=0.1: delta/2pi=10000.0 Hz, beat=9949.9 Hz
  R=1.005, R^2=1.010, F=1.015, F/R^2=1.005
  rotation error=15.21 deg/h; naive=15.10 deg/h
  weak noise: K=1.010, F=1.015, F/R^2=1.005
s=0.5: delta/2pi=2000.0 Hz, beat=1732.1 Hz
  R=1.155, R^2=1.333, F=1.500, F/R^2=1.125
  rotation error=16.10 deg/h; naive=13.14 deg/h
  weak noise: K=1.333, F=1.500, F/R^2=1.125
s=0.8: delta/2pi=1250.0 Hz, beat=750.1 Hz
  R=1.666, R^2=2.776, F=3.664, F/R^2=1.320
  rotation error=17.43 deg/h; naive=9.11 deg/h
  weak noise: K=2.778, F=3.667, F/R^2=1.320
s=0.9: delta/2pi=1111.1 Hz, beat=484.7 Hz
  R=2.285, R^2=5.223, F=7.331, F/R^2=1.404
  rotation error=17.98 deg/h; naive=6.64 deg/h
  weak noise: K=5.263, F=7.395, F/R^2=1.405
s=1.0: delta/2pi=1000.0 Hz, beat=124.7 Hz
  R=4.695, R^2=22.041, F=34.143, F/R^2=1.549
  rotation error=18.89 deg/h; naive=3.23 deg/h
Simulation: s=0.8, D/eps=0.002, eps*tau=100
  full-record variance/bound = 1.002
  beat-count variance/bound = 1.295
  diffusion gain F = 3.599; Fokker-Planck 3.666
smallest F/R^2 in bound scan = 1.0481
readout threshold = 0.783 Hz rms
10 Hz counter error, s=0.1: delta/2pi error=10.01 Hz
10 Hz counter error, s=0.8: delta/2pi error=6.14 Hz
Kerr: n2=2.5e-20 m^2/W, area=30 um^2, P_circ=30.1 mW
  1% imbalance shifts delta/2pi by 31.4 Hz
1% eps drift, delta/2pi error: s=0.1 1.0 Hz, s=0.8 8.0 Hz
amplitude-lag scale eps/gamma = 5.17e-04
shot-noise phase error in 1 ms = 8.00e-07 rad
optical-vacuum share of phase noise = 0.086 %
PASS
```
